**Symmetry count for the d occupation matrix in DFT+U**

The program tests how many independent real numbers the site symmetry leaves in N, the real symmetric 5×5 occupation matrix of one d shell and one spin. It builds 17 site groups from their generators, obtains the matrices D(g) that act on the d orbitals by fitting transformed functions, and finds the dimension of the space of matrices N that commute with all D(g). It asserts that this dimension agrees with the predicted count and with a separate character average. The output shows 2 numbers for all cubic groups, 4 for the D4 and D3 families, and 5 for the C4 and C3 families; it also lists the counts for complex Hermitian N. A TiO6 cluster with round parameters is then diagonalized with Ti at the centre or shifted along [001] or [111], and the resulting N is asserted to have the cubic, tetragonal or trigonal form. Further assertions cover the closed formulas for the cubic occupations n_e and n_t, the Hubbard potential U(1/2 − N) as the derivative of the energy, and the energy change when off-diagonal entries are dropped. The last test adds one electron to a degenerate level: a single occupied state breaks the cubic form, and equal sharing restores it.

## Numerical check

```python
"""Symmetry of the d occupation matrix N (one site, one spin) in DFT+U.
Result under test: if N is real symmetric and commutes with the site group,
it has 2 free numbers at cubic sites, 4 at D4-type and D3-type sites,
and 5 at C4-type and C3-type sites.
Orbital order: z2, x2-y2, yz, xz, xy.  D(g): action of operation g on them.
A TiO6 cluster model supplies occupation matrices that are found by
diagonalization, with no symmetry imposed.
a, b, c, d: the four numbers of N for a threefold axis along [111].
"""
import numpy as np

rng = np.random.default_rng(4)
names = ["z2", "x2-y2", "yz", "xz", "xy"]


def d_functions(points):
    x, y, z = points.T
    return np.column_stack([(2*z*z - x*x - y*y) / (2*np.sqrt(3)),
                            (x*x - y*y) / 2, y*z, x*z, x*y])


sample = rng.normal(size=(30, 3))


def d_matrix(R):
    """Fit the transformed functions f(R^-1 r) by the original ones."""
    return np.linalg.lstsq(d_functions(sample), d_functions(sample @ R),
                           rcond=None)[0]


def generate(generators):
    found = {tuple(np.eye(3, dtype=int).ravel())}
    frontier = list(found)
    while frontier:
        new = []
        for key in frontier:
            for g in generators:
                product = tuple((g @ np.array(key).reshape(3, 3)).ravel())
                if product not in found:
                    found.add(product)
                    new.append(product)
        frontier = new
    return [np.array(key).reshape(3, 3) for key in found]


def free_numbers(basis, matrices):
    """Dimension of the part of span(basis) commuting with all matrices."""
    columns = [np.concatenate([(D @ B - B @ D).ravel() for D in matrices])
               for B in basis]
    return len(basis) - np.linalg.matrix_rank(np.array(columns).T, tol=1e-9)


symmetric, antisymmetric = [], []
for i in range(5):
    for j in range(i, 5):
        B = np.zeros((5, 5))
        B[i, j] = B[j, i] = 1
        symmetric.append(B)
        if i != j:
            A = np.zeros((5, 5))
            A[i, j], A[j, i] = 1, -1
            antisymmetric.append(A)

inv = -np.eye(3, dtype=int)
C4 = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
C2z = C4 @ C4
C2x = np.diag([1, -1, -1])
C3 = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
C2d = np.array([[0, -1, 0], [-1, 0, 0], [0, 0, -1]])

# name: generators, group order, predicted real count, Hermitian count
cases = {
    "Oh": ([C4, C3, inv], 48, 2, 2), "O": ([C4, C3], 24, 2, 2),
    "Td": ([-C4, C3], 24, 2, 2), "Th": ([C2z, C3, inv], 24, 2, 3),
    "T": ([C2z, C3], 12, 2, 3),
    "D4h": ([C4, C2x, inv], 16, 4, 4), "D4": ([C4, C2x], 8, 4, 4),
    "C4v": ([C4, -C2x], 8, 4, 4), "D2d": ([-C4, C2x], 8, 4, 4),
    "C4h": ([C4, inv], 8, 5, 7), "C4": ([C4], 4, 5, 7),
    "S4": ([-C4], 4, 5, 7),
    "D3d": ([C3, C2d, inv], 12, 4, 5), "D3": ([C3, C2d], 6, 4, 5),
    "C3v": ([C3, -C2d], 6, 4, 5),
    "S6": ([C3, inv], 6, 5, 9), "C3": ([C3], 3, 5, 9)}

representation = {}
print("Entries of a symmetric 5x5 matrix:", len(symmetric))
print("Group: order, free numbers if real, if complex Hermitian")
for label, (gens, order, real_count, hermitian_count) in cases.items():
    group = generate(gens)
    assert len(group) == order
    Ds = [d_matrix(R) for R in group]
    representation[label] = Ds
    assert all(np.allclose(D @ D.T, np.eye(5), atol=1e-10) for D in Ds)
    n_real = free_numbers(symmetric, Ds)
    n_herm = n_real + free_numbers(antisymmetric, Ds)
    chi = np.array([np.trace(D) for D in Ds])
    chi_square = np.array([np.trace(D @ D) for D in Ds])
    assert n_real == real_count and n_herm == hermitian_count
    assert abs(np.mean((chi**2 + chi_square) / 2) - n_real) < 1e-9
    assert abs(np.mean(chi**2) - n_herm) < 1e-9
    print(f"  {label}: {order}, {n_real}, {n_herm}")

assert np.allclose(d_matrix(inv), np.eye(5), atol=1e-10)
# A mean squared character of 1 means irreducible.
norm_e = np.mean([np.trace(D[:2, :2])**2 for D in representation["O"]])
norm_t = np.mean([np.trace(D[2:, 2:])**2 for D in representation["O"]])
assert abs(norm_e - 1) < 1e-9 and abs(norm_t - 1) < 1e-9
print(f"Mean squared character in O: e_g {norm_e:.3f}, t2g {norm_t:.3f}")


def cubic_form(n_e, n_t):
    return np.diag([n_e, n_e, n_t, n_t, n_t])


def trigonal_form(a, b, c, d):
    N = np.zeros((5, 5))
    N[:2, :2] = c * np.eye(2)
    N[2:, 2:] = (a - b) * np.eye(3) + b
    h = np.sqrt(3) / 2
    N[:2, 2:] = d * np.array([[-0.5, -0.5, 1], [h, -h, 0]])
    N[2:, :2] = N[:2, 2:].T
    return N


# Group averages of an arbitrary symmetric matrix must take these forms.
X = rng.normal(size=(5, 5))
X = X + X.T
average = {g: np.mean([D @ X @ D.T for D in representation[g]], axis=0)
           for g in ("O", "D3")}
assert np.allclose(average["O"], cubic_form(np.trace(X[:2, :2]) / 2,
                                             np.trace(X[2:, 2:]) / 3))
M = average["D3"]
assert np.allclose(M, trigonal_form(M[4, 4], M[2, 3], M[0, 0], M[0, 4]))

# TiO6 cluster: energies in eV, lengths in angstrom, round parameters.
gap_dp, V_sigma, V_pi = 4.0, -2.0, 1.0
bond, shift, decay, U = 2.0, 0.2, 3.5, 4.0
n_filled = 18
s2, s6 = np.sqrt(2), np.sqrt(6)
Q = np.zeros((5, 3, 3))
Q[0] = np.diag([-1, -1, 2]) / s6
Q[1] = np.diag([1, -1, 0]) / s2
for m, (i, j) in zip((2, 3, 4), ((1, 2), (0, 2), (0, 1))):
    Q[m, i, j] = Q[m, j, i] = 1 / s2


def cluster(displacement):
    H = np.zeros((23, 23))
    H[:5, :5] = gap_dp * np.eye(5)
    oxygens = bond * np.vstack([np.eye(3), -np.eye(3)])
    for k, position in enumerate(oxygens):
        v = position - displacement
        r = np.linalg.norm(v)
        u = v / r
        Qu = Q @ u
        uQu = Qu @ u
        sigma = np.sqrt(1.5) * np.outer(uQu, u)
        pi = s2 * (Qu - np.outer(uQu, u))
        T = (V_sigma * sigma + V_pi * pi) * (bond / r)**decay
        H[:5, 5+3*k:8+3*k] = T
        H[5+3*k:8+3*k, :5] = T.T
    return np.linalg.eigh(H)


def occupation(vectors, filling):
    return (vectors[:5] * filling) @ vectors[:5].T


filled = np.r_[np.ones(n_filled), np.zeros(23 - n_filled)]


def plus_u_energy(N):
    return U / 2 * np.trace(N - N @ N)


def breaking(N, label):
    return max(np.abs(D @ N - N @ D).max() for D in representation[label])


print(f"Model: Delta {gap_dp} eV, V_sigma {V_sigma} eV, V_pi {V_pi} eV")
print(f"Bond {bond} A, Ti shift {shift} A, decay power {decay}, U {U} eV")
print(f"Filled levels per spin: {n_filled} of {len(filled)}")

results = {}
for label, direction in (("Oh", [0, 0, 0]), ("C4v", [0, 0, 1]),
                         ("C3v", [1, 1, 1])):
    v = np.array(direction, float)
    if v.any():
        v *= shift / np.linalg.norm(v)
    energies, vectors = cluster(v)
    assert energies[n_filled] - energies[n_filled - 1] > 1
    N = occupation(vectors, filled)
    assert breaking(N, label) < 1e-10
    if label != "Oh":
        assert breaking(N, "Oh") > 1e-5
    results[label] = (energies, vectors, N)

energies, vectors, N = results["Oh"]
n_e, n_t = N[0, 0], N[4, 4]
assert np.allclose(N, cubic_form(n_e, n_t), atol=1e-10)
formula_e = (1 - gap_dp / np.sqrt(gap_dp**2 + 12 * V_sigma**2)) / 2
formula_t = (1 - gap_dp / np.sqrt(gap_dp**2 + 16 * V_pi**2)) / 2
assert abs(n_e - formula_e) < 1e-10 and abs(n_t - formula_t) < 1e-10
energy_cubic = U / 2 * (2*n_e*(1 - n_e) + 3*n_t*(1 - n_t))
assert abs(energy_cubic - plus_u_energy(N)) < 1e-10
step = 1e-4
slope = (plus_u_energy(N + step*X) - plus_u_energy(N - step*X)) / (2*step)
potential = U * (np.eye(5) / 2 - N)
assert abs(slope - np.trace(potential @ X)) < 1e-8
print(f"Cubic gap: {energies[n_filled] - energies[n_filled-1]:.4f} eV")
print(f"Cubic n_e = {n_e:.5f}, n_t = {n_t:.5f}")
print(f"Cubic +U potential: e_g {potential[0, 0]:.4f} eV, "
      f"t2g {potential[4, 4]:.4f} eV")
print(f"Cubic E_U per spin: {energy_cubic:.5f} eV")

N4 = results["C4v"][2]
assert np.allclose(N4, np.diag(np.diag(N4)), atol=1e-10)
assert abs(N4[2, 2] - N4[3, 3]) < 1e-10
four = np.sort(N4.diagonal()[[0, 1, 2, 4]])
assert np.diff(four).min() > 1e-5
print("Tetragonal diagonal of N:")
for name, value in zip(names, np.diag(N4)):
    print(f"  {name}: {value:.5f}")
print(f"Tetragonal E_U per spin: {plus_u_energy(N4):.5f} eV")

N3 = results["C3v"][2]
a, b, c, d = N3[4, 4], N3[2, 3], N3[0, 0], N3[0, 4]
assert np.allclose(N3, trigonal_form(a, b, c, d), atol=1e-10)
assert min(abs(b), abs(d)) > 1e-5
coupling = np.sqrt(1.5) * d
pair = np.linalg.eigvalsh([[c, coupling], [coupling, a - b]])
predicted = np.sort(np.r_[a + 2*b, pair, pair])
assert np.allclose(np.linalg.eigvalsh(N3), predicted, atol=1e-10)
error = plus_u_energy(np.diag(np.diag(N3))) - plus_u_energy(N3)
assert abs(error - 3*U*(b*b + d*d)) < 1e-10
print(f"Trigonal a = {a:.5f}, b = {b:.5f}")
print(f"Trigonal c = {c:.5f}, d = {d:.5f}")
print(f"Trigonal eigenvalue, single: {a + 2*b:.5f}")
print(f"Trigonal eigenvalues, double: {pair[0]:.5f}, {pair[1]:.5f}")
print(f"Trigonal E_U per spin: {plus_u_energy(N3):.5f} eV")
print(f"E_U change if off-diagonals dropped: {1000*error:.4f} meV")

# One more electron in the threefold level of the cubic cluster.
assert np.ptp(energies[n_filled:n_filled + 3]) < 1e-9
one_state, shared = filled.copy(), filled.copy()
one_state[n_filled] = 1
shared[n_filled:n_filled + 3] = 1 / 3
N_one, N_shared = occupation(vectors, one_state), occupation(vectors, shared)
assert breaking(N_one, "Oh") > 0.1
assert breaking(N_shared, "Oh") < 1e-10
t_one = np.linalg.eigvalsh(N_one[2:, 2:])
assert np.allclose(t_one, [n_t, n_t, 1], atol=1e-9)
print("Added electron in one state, t2g eigenvalues:",
      " ".join(f"{value:.5f}" for value in t_one))
print(f"Added electron shared equally, n_t = {N_shared[4, 4]:.5f}")
print("tests ok")
```

Printed output:

```
Entries of a symmetric 5x5 matrix: 15
Group: order, free numbers if real, if complex Hermitian
  Oh: 48, 2, 2
  O: 24, 2, 2
  Td: 24, 2, 2
  Th: 24, 2, 3
  T: 12, 2, 3
  D4h: 16, 4, 4
  D4: 8, 4, 4
  C4v: 8, 4, 4
  D2d: 8, 4, 4
  C4h: 8, 5, 7
  C4: 4, 5, 7
  S4: 4, 5, 7
  D3d: 12, 4, 5
  D3: 6, 4, 5
  C3v: 6, 4, 5
  S6: 6, 5, 9
  C3: 3, 5, 9
Mean squared character in O: e_g 1.000, t2g 1.000
Model: Delta 4.0 eV, V_sigma -2.0 eV, V_pi 1.0 eV
Bond 2.0 A, Ti shift 0.2 A, decay power 3.5, U 4.0 eV
Filled levels per spin: 18 of 23
Cubic gap: 4.8284 eV
Cubic n_e = 0.25000, n_t = 0.14645
Cubic +U potential: e_g 1.0000 eV, t2g 1.4142 eV
Cubic E_U per spin: 1.50000 eV
Tetragonal diagonal of N:
  z2: 0.26538
  x2-y2: 0.24517
  yz: 0.16109
  xz: 0.16109
  xy: 0.14251
Tetragonal E_U per spin: 1.54498 eV
Trigonal a = 0.15471, b = -0.00085
Trigonal c = 0.25481, d = 0.00479
Trigonal eigenvalue, single: 0.15302
Trigonal eigenvalues, double: 0.15521, 0.25515
Trigonal E_U per spin: 1.54387 eV
E_U change if off-diagonals dropped: 0.2837 meV
Added electron in one state, t2g eigenvalues: 0.14645 0.14645 1.00000
Added electron shared equally, n_t = 0.43096
tests ok
```
